# Why second-order Brillouin-Wigner correlation energy grows as the square root of N

## The situation

Two hydrogen molecules so far apart that neither feels the other must have twice the energy of one, and N such molecules must have N times that energy. A method whose energy for separated fragments is the sum of the fragment energies is called size consistent. One whose energy is proportional to N for large N is called extensive.

Second-order Brillouin-Wigner theory (BW2) fails here. In the calculation described below, one molecule has a BW2 correlation energy of −0.71123 eV, so two should have −1.42246 eV, but BW2 gives −1.41018 eV for the pair. We want to know where the missing 0.01228 eV goes, and what happens to the error as N grows.

## 1. The BW2 equation

Split the Hamiltonian as \(H=H_0+V\). Let \(\Phi_0\) be the reference and \(\Phi_K\) the other orthonormal eigenstates of \(H_0\), with eigenvalues \(E_0\) and \(E_K\). Matrix elements are taken real. Write the eigenstate of \(H\) as \(\Psi=\Phi_0+\sum_K C_K\Phi_K\) and project \(H\Psi=E\Psi\) on \(\Phi_0\) and on \(\Phi_K\):

\[
E=E_0+V_{00}+\sum_K V_{0K}C_K,\qquad
(E-E_K)\,C_K=V_{K0}+\sum_L V_{KL}C_L .
\]

BW2 drops the couplings \(V_{KL}\) within the excited space. Then \(C_K=V_{K0}/(E-E_K)\), and

\[
E=E_0+V_{00}+\sum_K\frac{V_{0K}^2}{E-E_K}.
\]

The unknown energy E stands on both sides. The correlation energy is measured from the reference expectation value \(E_{\rm ref}=E_0+V_{00}\). We write it as \(E_c=E-E_{\rm ref}=-x\) and take the lowest root, for which \(x>0\).

One choice must be fixed now. Moving a constant from V to \(H_0\) leaves H unchanged, but it changes \(E-E_K\). We move the constant \(V_{00}\) into \(H_0\), so that the new V has \(V_{00}=0\) and \(E_0=E_{\rm ref}\). With the gaps \(\Delta_K=E_K-E_0\), the denominator is \(E-E_K=-(\Delta_K+x)\), and

\[
x=\sum_K\frac{V_{0K}^2}{\Delta_K+x}. \tag{1}
\]

The square-root law depends on this choice; section 6 shows what happens without it.

## 2. The simplest case: two-level subsystems

Let each subsystem have a ground level, an excited level at a height \(\Delta>0\), and a coupling v between them, taken positive (its sign can be absorbed in the excited state). The reference has every subsystem in its ground level. V is a sum of terms that each flip one subsystem, so it connects the reference to the N states with one flip, each with coupling v and gap \(\Delta\). Equation (1) becomes

\[
x=\frac{Nv^2}{\Delta+x}
\;\Rightarrow\; x^2+\Delta x-Nv^2=0
\;\Rightarrow\; x=\frac{\sqrt{\Delta^2+4Nv^2}-\Delta}{2}. \tag{2}
\]

The other root has \(x<0\) and so a higher energy.

**Limit N = 1.** The exact problem is a 2×2 matrix with diagonal 0, \(\Delta\) and off-diagonal v. Its lower eigenvalue is \((\Delta-\sqrt{\Delta^2+4v^2})/2\), which is \(-x\) from (2). BW2 is exact here, because there is no \(V_{KL}\) to drop. The exact energy of N subsystems is N times this value.

**Limit of large N.** When \(4Nv^2\gg\Delta^2\), the square root in (2) tends to \(2\sqrt N\,v\), and

\[
E_c\simeq-\sqrt N\,v+\frac{\Delta}{2}.
\]

The energy per subsystem falls to zero as \(v/\sqrt N\), although each subsystem is as correlated as before.

There is a simple picture of this. V does not connect two different one-flip states, since that takes two flips. With x from (2), \(-x\) is therefore also the lowest eigenvalue of H in the space of the reference and the one-flip states. The reference couples to one normalized combination of them, \(N^{-1/2}\sum_i\Phi_i\), with matrix element \(N\cdot v/\sqrt N=\sqrt N\,v\). This leaves a 2×2 matrix with diagonal 0, \(\Delta\) and off-diagonal \(\sqrt N\,v\).

The weight P of the excited state is the derivative of the eigenvalue with respect to \(\Delta\), because \(\Delta\) multiplies the projector on that state:

\[
P=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4Nv^2}}\right)<\frac12 .
\]

On average, fewer than half of one subsystem is excited, however many there are. In the exact product state each subsystem is excited with the probability given by this formula at N = 1, so the mean number excited is proportional to N. What BW2 lacks is simultaneous excitation of different subsystems.

## 3. The same failure, order by order

Expanding in powers of v shows which term is left without its partner. Start from the exact projected equations of section 1 and iterate the second one, keeping \(V_{KL}\). A product of three V's cannot return to the reference, since each V changes the number of flips by one. Through fourth order,

\[
E_c=\frac{Nv^2}{E_c-\Delta}+\frac{2N(N-1)\,v^4}{(E_c-\Delta)^2(E_c-2\Delta)} .
\]

The second term counts paths through two flips: N choices for the first, N − 1 for the second, and two for which subsystem returns first. BW2 keeps the first term alone. To lowest order \(E_c\approx-Nv^2/\Delta\), so that term is

\[
-\frac{Nv^2}{\Delta}\,\frac{1}{1-E_c/\Delta}
\approx-\frac{Nv^2}{\Delta}\left(1+\frac{E_c}{\Delta}\right)
\approx-\frac{Nv^2}{\Delta}+\frac{N^2v^4}{\Delta^3}.
\]

In the second term \(E_c\) may be set to zero at this order, which gives

\[
\frac{2N(N-1)v^4}{\Delta^2(-2\Delta)}=-\frac{N(N-1)v^4}{\Delta^3}.
\]

The fourth-order sum is \([N^2-N(N-1)]\,v^4/\Delta^3=Nv^4/\Delta^3\), which is extensive. For N = 5 the numbers are 25 − 20 = 5.

**Comparison with the exact energy.** Expanding \(-N(\sqrt{\Delta^2+4v^2}-\Delta)/2\) gives \(-Nv^2/\Delta+Nv^4/\Delta^3\), in agreement. BW2 keeps the 25 and lacks the −20. The \(N^2\) term came from the \(E_c\) in the denominator.

## 4. Any set of excitations

Now let each subsystem have many excitations k, with gaps \(\Delta_k>0\) and couplings \(v_k\) to its ground state. The assumptions are that \(H_0\) and V are both sums over subsystems, that the reference is a product, and that each subsystem's share of V has zero expectation value in the reference. If the subsystems contain electrons, their orbitals must not overlap, so that antisymmetry between subsystems has no effect.

Suppose \(\Phi_K\) has two subsystems excited. Each term of V acts on one subsystem, and the other contributes the overlap of its ground state with an excited state, which is zero. So only states with a single excited subsystem couple to the reference. There are N copies of each, with the gap of an isolated subsystem:

\[
x=N f(x),\qquad f(x)=\sum_k\frac{v_k^2}{\Delta_k+x}. \tag{3}
\]

For \(x\ge0\) the left side rises from zero and the right side falls from a positive value towards zero. There is one positive root, and it is the lowest in energy.

**The cause.** Replace the x in the denominators by something else and see how the result scales.

- With zero, the result is \(N\sum_k v_k^2/\Delta_k\). This is second-order Rayleigh-Schrödinger theory, and it is proportional to N.
- With \(x/N\), the share of one subsystem, put \(x=Ny\). Then \(y=\sum_k v_k^2/(\Delta_k+y)\), which is (3) for N = 1. The result is N times the one-subsystem energy.
- With the total x, proportionality is lost.

An energy in the denominator is thus harmless in itself. The damage is done because exciting one subsystem is charged with the correlation energy of all of them.

**Proof of the square-root law.** Define

\[
S=\sum_k v_k^2,\qquad m_1=\frac1S\sum_k v_k^2\Delta_k,\qquad m_2=\frac1S\sum_k v_k^2\Delta_k^2 ,
\]

all assumed finite, as they are in any finite basis. For electrons in a complete basis only S stays finite: the pair function proportional to \(1/r_{12}\) has a gradient \(\sim1/r_{12}^2\) whose square cannot be integrated, so \(m_1\) and \(m_2\) grow without limit as the basis is enlarged. The law \(x/\sqrt N\to\sqrt S\) survives, because (3) gives \(x^2/N=\sum_k v_k^2\,x/(\Delta_k+x)\), which tends to S as x grows. The lower bound in (4) and the corrections in (5) belong to a finite basis. Since \(\Delta_k>0\), equation (3) gives \(x<NS/x\), so \(x<\sqrt{NS}\). For a lower bound, the Cauchy-Schwarz inequality gives

\[
S^2=\Big(\sum_k\frac{v_k}{\sqrt{\Delta_k+x}}\,v_k\sqrt{\Delta_k+x}\Big)^2
\le f(x)\sum_k v_k^2(\Delta_k+x)=f(x)\,S\,(m_1+x).
\]

Hence \(f\ge S/(m_1+x)\) and \(x(x+m_1)\ge NS\). Together,

\[
\frac{\sqrt{m_1^2+4NS}-m_1}{2}\le x<\sqrt{NS}. \tag{4}
\]

Divided by \(\sqrt N\), both bounds tend to \(\sqrt S\), so \(x/\sqrt N\to\sqrt S\). With a single excitation the lower bound is an equality and reproduces (2).

The quantity S has a direct meaning. Acting on the ground state of one subsystem, its Hamiltonian gives the mean energy times that state plus \(\sum_k v_k\) times the excited states. The squared norm of the second part is S, so S is the variance of the subsystem's energy in the reference.

**Corrections at large N.** Let \(a=\sqrt{NS}\). Multiply (3) by x and expand in \(\Delta_k/x\):

\[
x^2=a^2\left(1-\frac{m_1}{x}+\frac{m_2}{x^2}-\dots\right).
\]

Insert \(x=a+b+c/a+\dots\). The left side is \(a^2+2ab+b^2+2c+\dots\). On the right, \(a^2m_1/x=m_1a-m_1b+\dots\), so the right side is \(a^2-m_1a+m_1b+m_2+\dots\). The terms of order a give \(b=-m_1/2\). The terms of order 1 give \(2c=m_2+m_1b-b^2=m_2-\tfrac34m_1^2\). Therefore

\[
E_c=-\sqrt{NS}+\frac{m_1}{2}-\frac{c}{\sqrt{NS}}+\dots,\qquad c=\frac{m_2}{2}-\frac{3m_1^2}{8}. \tag{5}
\]

For one excitation \(c=\Delta^2/8\), as the expansion of (2) also gives. The expansion needs x large compared with the gaps. For the hydrogen example of section 5 it gives −55.4 eV at N = 100, where the root of (3) is −46.1 eV.

**Between the limits.** Treat N as continuous and define the local exponent \(p=d\ln x/d\ln N\). Differentiating \(\ln x=\ln N+\ln f(x)\), with \(f'=-g\) and \(g=\sum_k v_k^2/(\Delta_k+x)^2\), gives

\[
p=1-\frac{xg}{f}\,p\quad\Rightarrow\quad p=\frac{1}{1+xg/f}. \tag{6}
\]

The ratio \(xg/f\) is the average of \(x/(\Delta_k+x)\) with weights \(v_k^2/(\Delta_k+x)\), so it lies between 0 and 1. The exponent lies between 1, approached when x is small compared with the gaps, and 1/2, approached when x is large. The change is gradual, and for gaps spread over orders of magnitude p need not fall steadily as N grows. When the gaps lie close to \(m_1\), its scale is set by \(4NS=m_1^2\), where the two terms under the root in (4) are equal. When high-lying excitations pull \(m_1\) up, this estimate places the change too late. For a single excitation \(x=(\sqrt2-1)\Delta/2\) at that point, and (6) gives \(p=(\Delta+x)/(\Delta+2x)\approx0.85\).

## 5. Hydrogen molecules

Take N hydrogen molecules at infinite separation, each with a bond length of 0.74 Å, in restricted Hartree-Fock theory with the cc-pVDZ basis. \(H_0\) is the sum of Fock operators, shifted by a constant so that \(V_{00}=0\). Single excitations do not couple to the reference, because their matrix elements are occupied-virtual elements of the Fock operator, which vanish for converged orbitals.

The double excitations move the two electrons from the occupied orbital i to virtual orbitals a and b. With orbital energies \(\epsilon\) and real orbitals \(\phi\),

\[
\Delta_{ab}=\epsilon_a+\epsilon_b-2\epsilon_i,\qquad
v_{ab}=\iint \phi_i(\mathbf r)\phi_a(\mathbf r)\,\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,\phi_i(\mathbf r')\phi_b(\mathbf r')\,d^3r\,d^3r' .
\]

Here e is the elementary charge and \(\varepsilon_0\) the vacuum permittivity. Nine virtual orbitals for each electron give 81 excitations per molecule. Summing over them gives \(\sqrt S=8.0475\) eV and \(m_1=103.307\) eV. The crossover number is

\[
\frac{m_1^2}{4S}=\frac{(103.307)^2}{4\,(8.0475)^2}\approx41 .
\]

These numbers belong to the cc-pVDZ basis and are not converged. In cc-pVTZ, cc-pVQZ and cc-pV5Z, \(\sqrt S\) is 9.93, 10.78 and 11.27 eV, \(m_1\) is 158, 221 and 287 eV, and the crossover number is 63, 105 and 162. Even the last value of \(\sqrt S\) falls short of the complete-basis limit, which is about 12.9 eV. The N at which p falls to 0.85 stays at about 28 to 30 in all four bases, so the growth of the crossover number reflects the growth of \(m_1\), not a later onset of the failure.

Equation (3) was solved numerically by bracketing its root, and p follows from (6). The last column compares with second-order Rayleigh-Schrödinger theory, here MP2, which gives −0.7176 eV per molecule for every N.

| N | \(E_c\) (eV) | \(E_c/N\) (eV) | p | % of MP2 |
|---|---|---|---|---|
| 1 | −0.711 | −0.7112 | 0.991 | 99.1 |
| 10 | −6.627 | −0.6627 | 0.930 | 92.4 |
| 100 | −46.12 | −0.4612 | 0.742 | 64.3 |
| 1000 | −209.9 | −0.2099 | 0.592 | 29.2 |
| 10⁶ | −7996 | −0.0080 | 0.503 | 1.1 |

For the pair, the error relative to two separate BW2 calculations is −1.41018 + 1.42246 = 0.01228 eV, or 1.185 kJ/mol of pairs. That is 0.9 % of the 1.42246 eV given by the two separate BW2 calculations. At N = 100 the loss relative to MP2 is about a third. The absolute energies depend on the basis: in cc-pV5Z, MP2 gives −0.916 eV per molecule, \(E_c\) at N = 100 is −57.7 eV, and the pair error is 0.0178 eV (1.0 %). The exponents in the table change by less than 0.02 and the percentages of MP2 by less than 1.5 points.

**Against the bounds.** At N = 100 the upper bound on x is \(10\times8.0475=80.5\) eV. The lower bound is \(\tfrac12[\sqrt{(103.307)^2+400\,(8.0475)^2}-103.307]\approx44.0\) eV. The root, 46.1 eV, lies between them.

**Against the large-N formula.** At N = 10⁶ the leading term of (5) is −8047.5 eV. Adding \(m_1/2=51.7\) eV gives −7995.8 eV, and the next term brings this to −7996.1 eV, the value found from (3).

**Against an undivided calculation.** The step from one molecule to N rests on the counting in section 4. A Hartree-Fock calculation on three molecules placed 200 Å apart, followed by BW2 with all double excitations of the whole system, gives −2.0975 eV. Equation (3) with N = 3 gives the same value.

Full configuration interaction in this basis gives −0.9435 eV per molecule. BW2 for one molecule recovers 75 % of it, the rest being lost with the dropped \(V_{KL}\). The full-CI value is itself limited by the small basis (it is −1.097 eV in cc-pVQZ, of which BW2 recovers 81 %), and it takes the nuclei as fixed.

## 6. When the first-order energy stays in V

Suppose the constant is not moved, and \(V_{00}=Nw\), where w is the first-order energy of one subsystem. Now \(E=E_0+Nw-x\), so \(E-E_K=-(\Delta_K-Nw+x)\), and (3) is replaced by

\[
x=N\sum_k\frac{v_k^2}{\Delta_k-Nw+x}. \tag{7}
\]

A second N-dependent quantity, Nw, has entered the denominators beside x, and the square-root law no longer holds. Rayleigh-Schrödinger second order is unaffected by such a shift, since its denominators are differences of \(H_0\) eigenvalues.

**Negative w.** Divide numerator and denominator by N:

\[
x=\sum_k\frac{v_k^2}{|w|+(\Delta_k+x)/N}<\frac{S}{|w|}.
\]

Since x is bounded, the term with 1/N vanishes for large N and \(x\to S/|w|\). The total correlation energy stops growing.

This is the case for the bare Fock operator. Let h be the one-electron energy of the occupied orbital and J the Coulomb repulsion of its two electrons. The electronic Hartree-Fock energy of the molecule is \(2h+J\), while the sum of occupied orbital energies is \(2(h+J)\). With the nuclear repulsion counted in \(H_0\), the difference is \(w=-J=-17.93\) eV. The limit is

\[
-\frac{S}{|w|}=-\frac{(8.0475)^2}{17.93}\ \text{eV}\approx-3.61\ \text{eV}.
\]

This limit follows S and so depends on the basis: it is −5.50, −6.48 and −7.08 eV in cc-pVTZ, cc-pVQZ and cc-pV5Z, and about −9.3 eV in a complete basis. The sign of w depends on the partition as well: with the nuclear repulsion left in V, \(w=+1.53\) eV and the positive case below applies. In cc-pVDZ with \(w=-J\), solving (7) gives −0.584 eV for one molecule, −2.313 eV for ten, −3.410 eV for a hundred and −3.590 eV for a thousand.

**Positive w.** The lowest root lies where all denominators in (7) are positive. Put \(x=Nw+y\) and divide by N:

\[
w+\frac yN=\sum_k\frac{v_k^2}{\Delta_k+y}.
\]

For large N, y tends to the finite solution of \(\sum_k v_k^2/(\Delta_k+y)=w\), so \(x\simeq Nw\). This growth is linear but spurious. The total energy is \(E_0+Nw-x=E_0-y\), so the "correlation energy" has merely cancelled the first-order energy. For two-level subsystems \(y=v^2/w-\Delta\). With \(\Delta=1\), \(v=0.2\) and \(w=0.1\) in a common unit, \(y=-0.6\), and at N = 10⁶ the ratio \(x/(Nw)\) is 0.999994.

The square-root law is therefore lost when a first-order energy Nw, growing with N, is left in V. It holds for BW2 with denominators measured from the reference expectation energy. There the total correlation energy is the only quantity in the denominators that grows with N, and it limits its own growth to \(\sqrt{NS}\).
